# Hartke's Three-Dimensional Poole–Frenkel Emission from a Coulombic Trap

## 1. What hangs on the angular average

When gate leakage is attributed to Poole–Frenkel emission, the slope of a semilogarithmic plot against $\sqrt F$ can be used to find a permittivity, and the permittivity can then serve as a check on the mechanism. That check depends on the emission law fitted. If every electron left along the field, the slope would give the permittivity directly. If electrons leave in all directions by classical emission over the barrier, the slope is smaller and the same reading gives too large a value. The size of the error follows from averaging the emission rate over escape directions.

It is the rate that must be averaged, not the barrier lowering. The rate depends exponentially on the lowering, so the two averages differ greatly once the lowering exceeds a few $kT$.

## 2. The barrier along one ray

Consider a donor-like trap: neutral when it holds its electron, with charge $+q$ when empty. The departing electron is therefore attracted by a Coulomb centre. The dielectric is uniform, with permittivity $\varepsilon$, and $F>0$ is the magnitude of the applied field. The angle $\theta$ is measured from the direction of the force on the electron, which is opposite to the electric field vector. With $u=\cos\theta$ and energies counted from the zero-field continuum edge, the energy at distance $r$ from the trap is

$$V(r,u)=-\frac{A}{r}-qFru,\qquad A=\frac{q^2}{4\pi\varepsilon}. \tag{1}$$

The second term is negative for forward motion, because the field then does work on the electron. We assume that an electron escapes along a straight ray, so $u$ stays fixed while $r$ grows. A stationary point on the ray satisfies

$$\frac{\partial V}{\partial r}=\frac{A}{r^2}-qFu=0. \tag{2}$$

For $u>0$ the solution is

$$r_m(u)=\sqrt{\frac{A}{qFu}}. \tag{3}$$

It is a maximum, since $\partial^2V/\partial r^2=-2A/r^3<0$. At this point (2) gives $qFr_mu=A/r_m$, so the two terms of (1) are equal and

$$V(r_m,u)=-\frac{2A}{r_m}=-2\sqrt{AqFu}. \tag{4}$$

At zero field the electron must reach the continuum edge, $V=0$. The barrier lowering is therefore

$$\Delta(u)=2\sqrt{AqFu}=\beta\sqrt{Fu},\qquad \beta=\sqrt{\frac{q^3}{\pi\varepsilon}}, \tag{5}$$

where $2\sqrt{Aq}=2\sqrt{q^3/(4\pi\varepsilon)}=\beta$. In the forward direction, $u=1$, this is the one-dimensional Poole–Frenkel lowering $\beta\sqrt F$.

For $u<0$ both terms in (2) are positive. The energy rises without limit along the ray and there is no barrier top. The backward rate therefore needs an additional assumption, which is not a consequence of (1): backward emission is taken to continue at its zero-field rate. An electron that starts backward must in reality turn round before it leaves, which a straight ray cannot describe.

## 3. Averaging the rate

Let the trap depth be $\Phi$ and the zero-field emission rate

$$e(0)=\nu\,e^{-\Phi/kT}, \tag{6}$$

shared equally among all directions. The attempt rate $\nu$ is assumed independent of field and direction. A forward ray then has its rate multiplied by $e^{\Delta(u)/kT}$, and a backward ray by 1. Define

$$\gamma=\frac{\beta\sqrt F}{kT}. \tag{7}$$

The fraction of solid angle between $\theta$ and $\theta+d\theta$ is $2\pi\sin\theta\,d\theta/4\pi$. Since $du=-\sin\theta\,d\theta$, this equals $du/2$ when $u$ is integrated upward. The enhancement $R=e(F)/e(0)$ is

$$R(\gamma)=\frac12\int_{-1}^{0}du+\frac12\int_0^1e^{\gamma\sqrt u}\,du. \tag{8}$$

The first term is $1/2$. In the second, put $u=s^2$, $du=2s\,ds$; the factor 2 cancels the $1/2$. Integration by parts gives

$$\int_0^1 s e^{\gamma s}ds=\left[\frac{s e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}. \tag{9}$$

Over a common denominator this yields Hartke's result,

$$\boxed{R(\gamma)=\frac12+\frac{1+(\gamma-1)e^\gamma}{\gamma^2}}. \tag{10}$$

Averaging the lowering first would give

$$\langle\Delta\rangle=\frac12\int_0^1\beta\sqrt F\,\sqrt u\,du=\frac{\beta\sqrt F}{3}. \tag{11}$$

The exponential is convex, so its average is at least the exponential of the average: $R\ge e^{\gamma/3}$. The quantity $e^{\gamma/3}$ is a lower bound on the rate enhancement in this model, not an estimate of it.

## 4. Weak and strong fields

For small $\gamma$, expand the exponential in the integral of (9):

$$\int_0^1s e^{\gamma s}ds=\sum_{n=0}^{\infty}\frac{\gamma^n}{n!}\int_0^1s^{n+1}ds=\sum_{n=0}^{\infty}\frac{\gamma^n}{n!(n+2)}. \tag{12}$$

The $n=0$ term is $1/2$. Together with the backward half it restores $R(0)=1$, and

$$R=1+\frac{\gamma}{3}+\frac{\gamma^2}{8}+\cdots. \tag{13}$$

The term linear in $\gamma$ is proportional to $\sqrt F$. It comes from the forward hemisphere alone, because the backward rate has been frozen. This is the regime in which the backward assumption matters most. If the field can only hinder backward escape and the forward rays keep the rates assumed here, the backward contribution lies between 0 and $1/2$, and the total lies between $R-1/2$ and $R$. These bounds do not cover escape by other than straight rays.

For large $\gamma$, (10) becomes

$$R\simeq\frac{e^\gamma}{\gamma}\left(1-\frac1\gamma\right), \tag{14}$$

with the omitted terms smaller by a factor of order $e^{-\gamma}$, apart from powers of $\gamma$. The factor $1/\gamma$ has a geometrical meaning. Near the forward direction $\sqrt u\simeq1-(1-u)/2$, so the weight of a ray falls as $e^{-\gamma(1-u)/2}$. The effective range of $1-u$ is $2/\gamma$, and half of this, the corresponding fraction of the sphere, is $1/\gamma$. Emission is concentrated in a forward cone that narrows as the field rises or the temperature falls.

## 5. Slope, permittivity and activation energy

Differentiate the integral form of $R$ with respect to $\gamma$, which brings down another factor $s$, and integrate by parts once:

$$R'=\int_0^1s^2e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac2\gamma\int_0^1s e^{\gamma s}ds. \tag{15}$$

Inserting (9) gives

$$R'=\frac{e^\gamma(\gamma^2-2\gamma+2)-2}{\gamma^3}. \tag{16}$$

The logarithmic slope is

$$S(\gamma)=\frac{d\ln R}{d\gamma}=\frac{R'}{R}. \tag{17}$$

It is less than 1, because $s^2\le s$ on the interval makes $R'$ smaller than the forward part of $R$. From (13), $S\to1/3$ at weak field within this model. From (14), $S\simeq1-1/\gamma$ at strong field, to first order in $1/\gamma$.

At fixed temperature, $\gamma$ is proportional to $\sqrt F$, so

$$\frac{d\ln e(F)}{d\sqrt F}=S\,\frac{\beta}{kT}. \tag{18}$$

A one-dimensional reading sets the right-hand side equal to $\beta_{\rm app}/kT$. Hence $\beta_{\rm app}=S\beta$. Since $\beta\propto\varepsilon^{-1/2}$, the inferred permittivity is

$$\varepsilon_{\rm app}=\frac{\varepsilon}{S^2}>\varepsilon. \tag{19}$$

To use this result on a current $J$, one needs the free-carrier density to be proportional to the emission rate and the mobility to be independent of field. Then $J/F$, not $J$, has the slope (18).

The temperature dependence is altered by the same factor. With $\nu$, $\Phi$ and $\varepsilon$ independent of temperature, and $F$ held fixed, $\ln e(F)=\ln\nu-\Phi/kT+\ln R(\gamma)$. Because $\gamma=\beta\sqrt F\,(1/kT)$,

$$E_a=-\frac{\partial\ln e(F)}{\partial(1/kT)}=\Phi-S\beta\sqrt F. \tag{20}$$

The activation energy exceeds the forward barrier $\Phi-\beta\sqrt F$, since off-axis electrons cross higher barriers.

## 6. A silicon-nitride gate dielectric

Take rough typical values for a silicon-nitride film: optical relative permittivity 4, trap depth 1.0 eV, temperature 150 °C, field 1 MV/cm and film thickness 20 nm. The optical value supposes that the lattice does not follow the escaping electron.

Here $A=0.3600$ eV nm, $qF=0.1$ eV/nm and $kT=0.03646$ eV. Equations (3), (5) and (7) give, in the forward direction,

$$r_m=\sqrt{0.3600/0.1}\ \text{nm}=1.90\ \text{nm}, \tag{21}$$

$$\beta\sqrt F=2\sqrt{0.3600\times0.1}\ \text{eV}=0.3795\ \text{eV},\qquad
\gamma=\frac{0.3795}{0.03646}=10.41. \tag{22}$$

The one-dimensional enhancement is $e^\gamma=3.31\times10^4$. Equation (10) gives

$$R=\frac12+\frac{1+9.407\times3.308\times10^4}{(10.407)^2}\simeq2.87\times10^3. \tag{23}$$

Finding each barrier top numerically and averaging the rates by quadrature gives the same value, $2.87355\times10^3$, to the digits printed. The one-dimensional rate is 11.5 times larger. If $\nu$ is known and a trap depth is fitted to the magnitude of the rate, this factor shifts the depth by $kT\ln11.5\simeq0.09$ eV. The exponential of the mean lowering, by contrast, is only 32.

The slope is $S=0.914$, so a one-dimensional reading returns a relative permittivity of $4/0.914^2\simeq4.79$ instead of 4. A straight-line fit to the angularly averaged rates between 0.8 and 1.2 MV/cm also gives 4.79. The activation energy (20) is $1.0-0.914\times0.3795\simeq0.65$ eV, compared with a forward barrier of 0.62 eV. Both the permittivity and the activation energy are classical results; Section 8 shows that quantum corrections to both are comparable in size to the shifts themselves.

For the same trap and temperature in a dielectric much thicker than the barrier-top distance, the field changes the result as follows.

| $F$ (MV/cm) | $\gamma$ | $e^\gamma$ | $R$ | Backward share |
|---:|---:|---:|---:|---:|
| 0.01 | 1.04 | 2.83 | 1.53 | 33% |
| 0.10 | 3.29 | 26.9 | 6.28 | 8.0% |
| 1.00 | 10.41 | 33,080 | 2,874 | 0.017% |

The first row does not describe the 20 nm film: at 0.01 MV/cm the forward barrier top lies 19 nm from the trap, beyond the electrode for a trap at mid-film. In a thick dielectric at that field, the backward assumption supplies a third of the answer. At 1 MV/cm it is immaterial to the total.

## 7. If the electron can move sideways

The straight-ray assumption has a different status: it matters at strong field too. Suppose that collisions are frequent on the scale of the barrier, so that the electron diffuses with constant diffusivity $D$. Write its steady density as $n=n_0e^{-V/kT}\phi$, with $\phi=1$ at the trap and $\phi=0$ far away. The Einstein relation gives the particle flux

$$\mathbf j=-D\left(\nabla n+\frac{n\nabla V}{kT}\right)=-Dn_0e^{-V/kT}\nabla\phi, \tag{24}$$

because the terms containing $\phi\nabla V$ cancel. Steady flow requires $\nabla\cdot\mathbf j=0$.

At zero field the total outward flow $I_0$ is the same through every sphere, so $-\phi'(r)=I_0e^{-A/(rkT)}/(4\pi r^2Dn_0)$. Integrating from 0 to infinity, where $\phi$ falls by 1, gives

$$1=\frac{I_0}{4\pi Dn_0}\int_0^\infty\frac{e^{-A/(rkT)}}{r^2}dr
=\frac{I_0kT}{4\pi Dn_0A}. \tag{25}$$

Thus $I_0=4\pi Dn_0A/kT$.

At strong field the flow passes through the saddle at $r_m$ on the forward axis. Let $z$ be the axial displacement from it and $\rho$ the transverse distance. The second derivatives of $-A/r$ are $-2A/r_m^3$ along the axis and $+A/r_m^3$ across it; the field term has none. Therefore

$$\frac{V}{kT}\simeq-\gamma-\frac{az^2}{2}+\frac{b\rho^2}{2},\qquad
a=\frac{2A}{r_m^3kT},\quad b=\frac{A}{r_m^3kT}. \tag{26}$$

A function $\phi(z)$ makes the flux divergence-free if $e^{az^2/2}\phi'(z)$ is constant. The total fall of $\phi$ is 1, so $-\phi'=\sqrt{a/2\pi}\,e^{-az^2/2}$. Integrating the axial flux over the transverse plane gives

$$I=Dn_0e^\gamma\sqrt{\frac{a}{2\pi}}\int_0^\infty e^{-b\rho^2/2}2\pi\rho\,d\rho
=Dn_0e^\gamma\frac{\sqrt{2\pi a}}{b}. \tag{27}$$

From (4), $\gamma=2A/(r_mkT)$, hence $r_m=2A/(\gamma kT)$. Substitution of $a$ and $b$ gives

$$\frac{\sqrt{2\pi a}}{b}=2\sqrt\pi\,r_m^{3/2}\left(\frac{kT}{A}\right)^{1/2}
=4\sqrt{2\pi}\,\frac{A}{kT}\gamma^{-3/2}. \tag{28}$$

Division by $I_0$ leaves

$$\frac{I}{I_0}\simeq\sqrt{\frac2\pi}\,\frac{e^\gamma}{\gamma^{3/2}}. \tag{29}$$

The exponent agrees with Hartke's, since both are set by the lowest barrier. The power of $\gamma$ does not, since it depends on how the electron approaches that barrier.

For the example, (29) gives 786. A grid solution of the full diffusion problem gives 757, in agreement with Onsager's formula $2I_1(\gamma)/\gamma$, where $I_1$ is a modified Bessel function. The straight-ray result is 3.8 times larger than the grid result. Equation (29) also has logarithmic slope $1-3/(2\gamma)\simeq0.86$, which would raise the apparent relative permittivity to about 5.5. The correction (19) therefore belongs to the ray model and is not a universal property of three-dimensional escape.

## 8. Conditions in a real gate stack

The example field is about one eighth of a rough breakdown field of 8 MV/cm, and the chosen permittivities and depth are plausible for silicon nitride. The donor-like charge state is a further assumption about the film: a trap that is neutral when empty does not attract the departing electron as in (1), and the lowering (5) does not apply to it. Trap depth and density depend on deposition, however, and real films contain a distribution of sites. Of the corrections estimated in this section and the last, the largest comes from the assumption that the lattice cannot respond during escape. If the static relative permittivity, roughly 7, replaces 4 while depth, field and temperature stay fixed, $\gamma$ falls to 7.87 and $R$ to 290, a reduction by a factor of 9.9. The appropriate value depends on how long the electron spends near the barrier compared with the lattice response time. On the forward ray, an electron of 0.4 free-electron masses with energy $kT$ above the barrier top takes about 14 fs to travel from 0.2 nm to $2r_m$. A lattice vibration of 0.1 eV has $1/\omega\simeq7$ fs, so the optical value is not assured even for straight rays. Frequent collisions lengthen the time, which makes that value less secure still for the diffusive example; with the static value, Onsager's formula gives about 90 instead of 757. If the effective relative permittivity may lie anywhere from 4 to 7, the classical slopes at this field and temperature give apparent values of about 4.8 to 8.8 for rays and 5.4 to 10.5 for diffusion. A slope in the overlap, about 5.4 to 8.8, cannot by itself separate the lattice response from the choice between ray and diffusive escape.

Tunnelling acts in the other direction. On each forward ray, let $w$ be the energy distance from the barrier top, $W=\Phi-\Delta(u)$ the remaining barrier, and $\mathcal S(w)=\hbar^{-1}\int\sqrt{2m(V-E)}\,dr$ the WKB action between the turning points at $E=V(r_m,u)-w$. The classical thermal flux is multiplied by

$$K=\int_0^W\frac{e^{w/kT}}{1+e^{2\mathcal S(w)}}\frac{dw}{kT}
+\int_0^\infty\frac{e^{-w/kT}}{1+e^{-2\pi w/\hbar\omega}}\frac{dw}{kT}. \tag{30}$$

The first integral counts electrons below the top. The second allows for reflection above it, treating the top as an inverted parabola with $\omega^2=2A/(mr_m^3)$. For a rough tunnelling mass of 0.4 electron masses, $K=1.9$ on the forward ray. Including (30) in the angular average raises $R$ by a factor of 1.7. The average is smaller because off-axis barriers are wider. This estimate favours tunnelling, as it assumes thermal population at every energy between the trap level and the barrier top, whereas with this mass the Coulomb well holds only about one level below the top and the thermal wavelength, 5.7 nm, is three times $r_m$. A direct solution for the one-dimensional transmission gives $K\simeq1.4$ or 1.7 when the well is flattened below 0.2 or 0.5 nm. The estimate also quantises only the motion along the ray. Near the axis the ray weight $e^{-\gamma\theta^2/4}$ equals the transverse factor $e^{-b\rho^2/2}$ of (26) at $\rho=r_m\theta$, and the quantum of this transverse motion is $\hbar\omega/\sqrt2\simeq0.10$ eV, well above $kT$. In the harmonic approximation its two modes multiply the flux by $(y/\sinh y)^2\simeq0.55$, with $y=\hbar\omega/(2\sqrt2\,kT)$. Because $\nabla^2V=0$ at the saddle, this reduction and the tunnelling gain cancel to order $\hbar^2$. The net factor here is about 0.9 to 1.1 instead of 1.7, depending on whether the angle-averaged or the forward $K$ is used.

Tunnelling also changes the slope, because its factor grows with field. At 1 MV/cm the same estimate moves the apparent relative permittivity from 4.79 to about 3.4, below the true value of 4, and the activation energy from 0.65 to about 0.61 eV. The result depends on the rough mass: 0.3 and 0.5 electron masses give apparent permittivities of about 3.0 and 3.7. If no electrons are counted below the barrier top, the apparent permittivity is instead about 5.1. These values omit the transverse factor, which falls as the field rises. With it, a mass of 0.4 gives an apparent permittivity of about 4.3 to 4.7 and an activation energy of 0.64 to 0.65 eV, and masses from 0.3 to 0.5 give permittivities of about 4.0 to 4.8. The reversal of sign thus belongs to the one-dimensional estimate. What stands is that quantum corrections can be as large as the correction (19), so (19) does not fix the size of the error in a real film at this field. Higher fields make the barrier thinner, and colder operation reduces the thermal flux over it. For a mass of 0.4, $\hbar\omega$ reaches $2\pi kT$ at about 1.9 MV/cm at 150 °C and 1.2 MV/cm at 300 K; beyond that point the one-dimensional flux is no longer dominated by energies near the barrier top, and the classical results of Sections 3 to 5 should not be relied on.

The trap must also be sufficiently isolated. At $10^{18}$ charged traps per cm³ the spacing, estimated as the inverse cube root of the density, is 10 nm, well beyond the forward barrier top at 1.9 nm. A neighbour that was charged before the escape began has a relaxed lattice around it, so its potential is screened by the static permittivity. Placed straight ahead at that spacing, it lowers the forward barrier by a further 0.005 eV and raises the rate on that ray by a factor of 1.14. The output uses the optical permittivity for the neighbour as well, which overestimates the effect: 0.008 eV and a factor of 1.26. Randomly placed traps have a shorter mean nearest-neighbour distance, about 5.5 nm; a neighbour straight ahead at that distance, with static screening, gives a factor of about 1.7. The traps also act together. If their charge is uniform and uncompensated, it changes the field by about 0.52 MV/cm across the 20 nm film, taking the static relative permittivity of 7. With the mean field held at 1 MV/cm, $R$ would then be about 3.7 times smaller at one face and 3.2 times larger at the other. The uniform field in (1) therefore requires a much lower net charge density than this, or compensation by other charges. At much higher density the wells overlap and (1) no longer describes a single escape event.

Finally, (3) places the barrier top ever farther away as a ray approaches $90^\circ$, but mostly to the side. With the field normal to the film, the displacement of the top towards the electrode is $r_mu=\sqrt{Au/(qF)}$, which is at most 1.9 nm. For a trap at mid-film, 10 nm from either electrode, every forward barrier top therefore lies inside a laterally wide film. Rays whose top is more than 10 nm from the trap carry about 0.003% of the calculated emission, so obstacles far to the side are unimportant here. The output lists this share of the emission, not a share of the number of rays. A trap within a few nanometres of an electrode is different: its forward barrier itself is affected by the boundary, and neither the uniform-dielectric potential nor the full angular average applies.

The inputs and main results of this example are collected in the numerical output below; several of the estimates in this section are not included there.

## Table of computed values

```
Optical relative permittivity: 4.0
Static relative permittivity: 7.0
Trap depth: 1.00 eV
Temperature: 423.15 K
Thermal energy kT: 0.03646 eV
Field: 1.00 MV/cm
Film thickness: 20.0 nm
Coulomb strength q^2/(4 pi eps): 0.3600 eV nm
beta: 0.3795 eV (cm/MV)^0.5
Forward barrier lowering: 0.3795 eV
Remaining forward barrier: 0.6205 eV
Forward barrier-top distance: 1.897 nm
gamma: 10.4066
One-dimensional enhancement exp(gamma): 3.3077e+04
3D enhancement, closed form: 2.87355e+03
3D enhancement, ray quadrature: 2.87355e+03
1D / 3D ratio: 11.511
Mean lowering over the sphere: 0.1265 eV
exp(mean lowering/kT): 32.100
Logarithmic slope S: 0.9140
Apparent permittivity, local slope: 4.789
Apparent permittivity, fit 0.8-1.2 MV/cm: 4.794
Table: F (MV/cm), gamma, 1D, 3D, backward share (%)
  0.01  1.041  2.831  1.53  32.7
  0.03  1.802  6.065  2.306  21.7
  0.10  3.291  26.87  6.275  7.97
  0.30  5.700  298.8  43.76  1.14
  1.00  10.407  3.308e+04  2874  0.0174
Neglected effects at the example field:
gamma with static permittivity: 7.8666
3D enhancement, static permittivity: 290
Optical / static ratio: 9.91
Diffusive enhancement, grid: 756.5
Diffusive enhancement, Onsager: 756.9
Diffusive enhancement, saddle estimate: 786.1
Straight-ray / diffusive ratio: 3.80
Tunnelling mass: 0.40 electron masses
Barrier-top quantum: 0.1417 eV
Tunnelling factor, forward ray: 1.919
Tunnelling factor, 3D average: 1.662
Charged-trap density: 1.0e+18 cm^-3
Mean trap spacing: 10.00 nm
Extra lowering by neighbour ahead: 0.0083 eV
Neighbour factor, forward ray: 1.255
Share of rays with top beyond half film: 0.00258 %
Rough breakdown field: 8.0 MV/cm
Field / breakdown field: 0.125
```
